\section*{The gradient coefficient of the noninteracting free energy at finite temperature}

\section{A nondegenerate gas in a harmonic trap}

Atomic units are used in the algebra. The temperature $\tau$ is an energy, so Boltzmann's constant is one. Consider $N$ noninteracting electrons, free over an area $A$ in $y$ and $z$ and bound in $x$ by $v(x)=\omega^2x^2/2$. Let the gas be so hot and dilute that Fermi statistics plays no role. With $u=\omega/\tau$, the partition function of one electron, spin included, is
\begin{equation}
Z_1=2\,\frac{A\tau}{2\pi}\,\frac{1}{2\sinh(u/2)},
\end{equation}
and the total free energy is $N\tau[\ln(N/Z_1)-1]$. The free energy $F_s$ of interest contains kinetic energy and entropy but no potential energy, so $N\langle v\rangle$ must be subtracted.

The density along $x$ is Gaussian. The thermal density matrix of the oscillator obeys the Bloch equation, which is solved by the exponential of a quadratic polynomial in the two coordinates, because substitution leaves polynomials of degree two on both sides. The variance $\sigma^2$ follows from the virial theorem, $\omega^2\sigma^2=\langle\varepsilon\rangle=\tfrac{\omega}{2}\coth(u/2)$, so that
\begin{equation}
\tau\sigma^2=\frac{\coth(u/2)}{2u}
=\frac1{u^2}\Big(1+\frac{u^2}{12}-\frac{u^4}{720}+\dots\Big).
\label{sigma}
\end{equation}

The local approximation uses the free energy density of a uniform classical gas, $\tau n[\ln(n\Lambda^3/2)-1]$ with $\Lambda^2=2\pi/\tau$. For $n=(N/A)p(x)$ it needs $\int p\ln p\,dx=-\tfrac12\ln(2\pi\sigma^2)-\tfrac12$. In the difference between the true and the local free energy, $\ln(N/2A)$ and the two free directions cancel. Per electron there remains
\begin{equation}
\frac{\Delta}{\tau}=\ln\!\big(2\sinh\tfrac u2\big)+\tfrac12\ln(\tau\sigma^2)+\tfrac12-\tfrac12u^2\,\tau\sigma^2 .
\end{equation}
The first term is $\ln u+u^2/24-u^4/2880$. By (\ref{sigma}) the second is $-\ln u+u^2/24-u^4/1440-u^4/576$, and the last is $-\tfrac12-u^2/24+u^4/1440$. Their sum is
\begin{equation}
\Delta=\frac{\tau u^2}{24}\Big(1-\frac{u^2}{20}+\dots\Big).
\label{delta}
\end{equation}

Compare this with the von Weizs\"acker term $\int|\nabla n|^2/(8n)\,d\mathbf r$, which is the kinetic energy of electrons that all share the real orbital $\sqrt{n/N}$. For the Gaussian it equals $1/(8\sigma^2)=(\tau u^2/8)(1-u^2/12+\dots)$ per electron. To leading order $\Delta$ is one third of it. If one third is kept as a fixed coefficient, the ratio of $\Delta$ to the gradient term is
\begin{equation}
\frac{1-u^2/20}{1-u^2/12}=1+\frac{u^2}{30}+\dots
\label{u30}
\end{equation}
A cold gas has the coefficient one ninth instead. The task is to find the function that joins the two values.

\section{What linear response determines}

Let $F_s[n]=T_s-\tau S_s$ be the minimum of kinetic energy minus $\tau$ times entropy over all noninteracting ensembles with density $n$. The gas is three-dimensional and spin-unpolarized. Assume that for slowly varying densities $F_s$ has a local gradient expansion. To second order, rotational invariance allows the terms $a(n)|\nabla n|^2$ and $h(n)\nabla^2n$. Since $h\nabla^2n=\nabla\!\cdot(h\nabla n)-h'(n)|\nabla n|^2$ and the divergence integrates to a vanishing surface term, one function is enough:
\begin{equation}
F_s[n]=\int f_0(n,\tau)\,d\mathbf r+\int\lambda(n,\tau)\frac{|\nabla n|^2}{8n}\,d\mathbf r .
\label{gea}
\end{equation}

Put $n=\bar n+\delta n$, where $\delta n$ has zero average. The gradient term is already quadratic in $\delta n$, so $\lambda/n$ may be taken at $\bar n$. The second-order change is
\begin{equation}
\delta^2F_s=\frac12\int\Big[f_0''(\bar n)\,\delta n^2+\frac{\lambda}{4\bar n}|\nabla\delta n|^2\Big]d\mathbf r ,
\end{equation}
which means that a wave of wavevector $q$ has the kernel
\begin{equation}
K(q)=f_0''(\bar n)+\frac{\lambda(\bar n,\tau)}{4\bar n}\,q^2+O(q^4).
\label{kgea}
\end{equation}
The same kernel follows from the response to a potential. In equilibrium $\delta F_s/\delta n=\mu-v$. A small potential $\delta v_q$ with $q\neq0$ leaves $\mu$ unchanged to first order, so $K\,\delta n_q=-\delta v_q$. With $\chi=\delta n_q/\delta v_q$,
\begin{equation}
K(q)=-\frac1{\chi(q)} .
\label{kchi}
\end{equation}
The response of the uniform gas at each density therefore fixes $\lambda$ at that density.

From here on, primes on $n$ denote derivatives of the uniform-gas density $n(\mu,\tau)$ with respect to $\mu$ at fixed $\tau$. Because $df_0/dn=\mu$, we have $f_0''=1/n'$.

\section{The thermal Lindhard function at small $q$}

The one-electron density matrix $\rho=f(h)$ commutes with its Hamiltonian $h$. Linearize $[h,\rho]=0$ between plane waves $\mathbf k\pm\mathbf q/2$, with energies $\varepsilon_\pm$ and Fermi occupations $f_\pm$:
\begin{equation}
(\varepsilon_+-\varepsilon_-)\,\delta\rho_{+-}+(f_--f_+)\,\delta v_q=0 .
\end{equation}
Solving for $\delta\rho_{+-}$ and summing over momenta and two spins gives the Lindhard function
\begin{equation}
\chi(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_--f_+}{\varepsilon_--\varepsilon_+},
\qquad \varepsilon_--\varepsilon_+=-kq ,
\label{lind}
\end{equation}
where $k$ now denotes the component of $\mathbf k$ along $\mathbf q$. The denominator does not contain the perpendicular momentum, so that integral can be done first. With $w=k_\perp^2/2$ and $k_\perp dk_\perp=dw$,
\begin{equation}
\int\!\frac{d^2k_\perp}{(2\pi)^2}f=\frac1{2\pi}\int_0^\infty\!\frac{dw}{e^{(k^2/2+w-\mu)/\tau}+1}=\frac{\tau}{2\pi}L(k),
\end{equation}
with $L(k)=\ln\!\big(1+e^{(\mu-k^2/2)/\tau}\big)$. Hence
\begin{equation}
\chi(q)=-\frac{\tau}{2\pi^2}\int_{-\infty}^{\infty}\!dk\,\frac{L(k-\frac q2)-L(k+\frac q2)}{kq}.
\label{red}
\end{equation}

For $\tau>0$ the function $L$ is smooth. It is also even, so the numerator is odd in $k$ and the integrand is finite at $k=0$. The same holds for each term of the Taylor expansion
\begin{equation}
L(k-\tfrac q2)-L(k+\tfrac q2)=-qL'(k)-\frac{q^3}{24}L'''(k)+O(q^5).
\end{equation}
Here $L'=-kf/\tau$, with $f$ evaluated at $\varepsilon=k^2/2$. Writing $f_\varepsilon=df/d\varepsilon$ and using $d/dk=k\,d/d\varepsilon$, we find $(kf)'=f+k^2f_\varepsilon$, and then
\begin{equation}
(kf)''=kf_\varepsilon+2kf_\varepsilon+k^3f_{\varepsilon\varepsilon}=3kf_\varepsilon+k^3f_{\varepsilon\varepsilon}.
\end{equation}
Inserting this in (\ref{red}), where the factor $\tau$ cancels, gives
\begin{equation}
\chi=-\frac1{2\pi^2}\int\!dk\Big[f+\frac{q^2}{24}\big(3f_\varepsilon+k^2f_{\varepsilon\varepsilon}\big)\Big]+O(q^4).
\end{equation}
Since $kf_{\varepsilon\varepsilon}=df_\varepsilon/dk$, integration by parts gives $\int k^2f_{\varepsilon\varepsilon}dk=-\int f_\varepsilon dk$. The bracketed $q^2$ term therefore integrates to $(q^2/12)\int f_\varepsilon dk$.

Both integrals are derivatives of the density. From $n=\pi^{-2}\int_0^\infty k^2f\,dk$ and $\partial f/\partial\mu=-f_\varepsilon$,
\begin{equation}
n'=-\frac1{\pi^2}\int_0^\infty\!k\,\frac{df}{dk}\,dk=\frac1{\pi^2}\int_0^\infty\! f\,dk=\frac1{2\pi^2}\int_{-\infty}^\infty\! f\,dk .
\end{equation}
One more derivative gives $n''=-(2\pi^2)^{-1}\int f_\varepsilon dk$. The result is
\begin{equation}
\chi(q)=-\Big[n'-\frac{q^2}{12}n''\Big]+O(q^4).
\label{smallq}
\end{equation}
Direct integration of (\ref{lind}) at a small $q$ was tested against (\ref{smallq}) for three values of $\mu/\tau$. The ratio of the computed to the predicted $q^2$ term lies between 0.9995 and 1.0001.

\section{The coefficient}

Inverting (\ref{smallq}) with (\ref{kchi}) gives
\begin{equation}
K(q)=\frac1{n'}\Big(1-\frac{q^2n''}{12n'}\Big)^{-1}=\frac1{n'}+\frac{n''}{12\,n'^2}\,q^2+O(q^4).
\end{equation}
The first term agrees with $f_0''=1/n'$. Comparing the second with (\ref{kgea}) yields $\lambda/(4n)=n''/(12n'^2)$, or
\begin{equation}
\boxed{\;\lambda=\frac{n\,n''}{3\,n'^2}\;}
\label{lam}
\end{equation}
This is Perrot's coefficient. Define $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty x^j\,dx/(e^{x-\eta}+1)$ for $j>-1$, and extend it to lower $j$ by $F_j'=F_{j-1}$. Substituting $k=\sqrt{2\tau x}$ in the density integral, so that $k^2dk=\sqrt2\,\tau^{3/2}x^{1/2}dx$, gives
\begin{equation}
n=2\Big(\frac{\tau}{2\pi}\Big)^{3/2}F_{1/2}(\eta),\qquad \eta=\frac\mu\tau .
\end{equation}
Each derivative with respect to $\mu$ lowers the index by one and brings a factor $1/\tau$. These factors cancel in (\ref{lam}):
\begin{equation}
\lambda=\frac{F_{1/2}(\eta)\,F_{-3/2}(\eta)}{3\,F_{-1/2}(\eta)^2}.
\label{fermi}
\end{equation}
The Fermi energy $E_F$ is defined by $n=(2E_F)^{3/2}/(3\pi^2)$. Equating the two expressions for $n$ gives, with $\theta=\tau/E_F$,
\begin{equation}
\theta^{-3/2}=\tfrac32\,\Gamma(\tfrac32)\,F_{1/2}(\eta).
\label{theta}
\end{equation}
Thus $\lambda$ depends on $\theta$ alone. In an inhomogeneous system $\theta$ is a local quantity, because $E_F$ follows $n(\mathbf r)$. Where the density is low, the gas is locally hot and $\lambda$ is larger.

\subsection*{Cold gas}

For $\tau\to0$, $n\propto\mu^{3/2}$ and $nn''/n'^2=\tfrac34/\tfrac94=\tfrac13$, so $\lambda=1/9$. The Sommerfeld expansion adds $(\pi^2\tau^2/6)\,\partial_\mu^2$ acting on the zero-temperature density. With $t=\tau/\mu$ and a common constant omitted,
\begin{align}
n&\propto\mu^{3/2}\big(1+\tfrac{\pi^2}{8}t^2\big),\\
n'&\propto\tfrac32\mu^{1/2}\big(1-\tfrac{\pi^2}{24}t^2\big),\\
n''&\propto\tfrac34\mu^{-1/2}\big(1+\tfrac{\pi^2}{8}t^2\big).
\end{align}
The corrections combine to $\pi^2t^2(\tfrac18+\tfrac18+\tfrac1{12})=\pi^2t^2/3$. To this order $t=\theta$, so
\begin{equation}
\lambda=\frac19\Big(1+\frac{\pi^2}{3}\theta^2+\dots\Big).
\label{cold}
\end{equation}

\subsection*{Hot gas}

For small fugacity $z=e^\eta$, expanding the Fermi function in powers of $z$ gives $F_j=z-z^2/2^{j+1}+\dots$. Then
\begin{equation}
\lambda=\frac13\Big[1-z\big(2^{-3/2}+2^{1/2}-2\cdot2^{-1/2}\big)\Big]=\frac13\Big(1-\frac{z}{2\sqrt2}\Big)
\end{equation}
to first order in $z$. By (\ref{theta}) with $\Gamma(3/2)=\sqrt\pi/2$, $z\simeq4\theta^{-3/2}/(3\sqrt\pi)$, hence
\begin{equation}
\lambda=\frac13\big(1-c\,\theta^{-3/2}+\dots\big),\qquad c=\frac{\sqrt2}{3\sqrt\pi}.
\label{hot}
\end{equation}
The limit $1/3$ agrees with the trap of the first section. The two expansions show that $\lambda$ rises at both ends. Between them the rise was tested on a dense set of points from $\theta=0.017$ to $\theta\approx1.8\times10^4$. This is numerical evidence, not a proof of monotonicity.

\section{The kinetic energy behaves differently}

Because $F_s$ is a minimum at fixed density, its derivative with respect to $\tau$ comes from the explicit factor $\tau$ alone: $S_s=-(\partial F_s/\partial\tau)_n$. Therefore $T_s=F_s-\tau(\partial F_s/\partial\tau)_n$, and the gradient coefficient of the kinetic energy is
\begin{equation}
\lambda_T=\lambda-\theta\,\frac{d\lambda}{d\theta}.
\label{lamT}
\end{equation}
Equations (\ref{cold}) and (\ref{hot}) give
\begin{equation}
\lambda_T\simeq\frac19\Big(1-\frac{\pi^2}3\theta^2\Big)\ \text{(cold)},\qquad
\lambda_T\simeq\frac13\Big(1-\frac{5c}2\theta^{-3/2}\Big)\ \text{(hot)}.
\end{equation}
The kinetic coefficient first falls. On the computed points its minimum is 0.079, at $\theta\approx0.30$, and it then climbs to $1/3$. The difference $\lambda-\lambda_T=\theta\,d\lambda/d\theta$ comes from the entropy. Where $\lambda$ rises with temperature, the second-order gradient term lowers the entropy below its local value, and this raises the free energy.

\section{A test beyond linear response}

Linear response examines small ripples on a uniform gas, whereas (\ref{gea}) claims more: $\lambda$ may be evaluated at the local density of a strongly inhomogeneous system. The trap of the first section, now with Fermi statistics, tests this claim. Its levels are $\varepsilon_m=\omega(m+\tfrac12)$, each carrying a two-dimensional gas, so the density and energies follow from sums over $m$. The local term, evaluated at this density, is subtracted from the free energy, and the rest is divided by the gradient integral with the local $\lambda$. The expected ratio is one, up to a correction of relative order $(\omega/\tau)^2$ from the next gradient order.

For $\mu/\tau=3$ the ratio is 1.0069 at $\omega/\tau=0.5$ and 1.0018 at $\omega/\tau=0.25$. Halving $\omega$ reduces the deviation by a factor of about four, as expected. The kinetic energy with $\lambda_T$ gives 1.016 and 1.004. If $\lambda$ is replaced by $1/9$ everywhere, the free-energy ratio at the smaller $\omega$ is 2.2, so the cold coefficient misses more than half of the gradient free energy.

For $\mu/\tau=-3$, where the gas is nearly nondegenerate, the free-energy deviations are 0.0082 and 0.0021. Equation (\ref{u30}) predicts $0.25/30=0.0083$ and $0.0625/30=0.0021$.

\section{A density wave in a warm electron gas}

Take a model gas with $\bar n=0.2$ electrons per \AA$^3$. Then $k_F=(3\pi^2\bar n)^{1/3}=1.809$ \AA$^{-1}$ and $E_F=12.47$ eV. The coefficients at several temperatures are:

\begin{center}
\begin{tabular}{rrrrr}
$\tau$ (eV) & $\theta$ & $\mu$ (eV) & $\lambda$ & $\lambda_T$\\
1 & 0.080 & 12.40 & 0.1136 & 0.1083\\
5 & 0.401 & 10.47 & 0.1805 & 0.0865\\
10 & 0.802 & 4.12 & 0.2475 & 0.1589\\
20 & 1.604 & $-17.26$ & 0.2955 & 0.2463\\
50 & 4.009 & $-116.73$ & 0.3227 & 0.3073\\
200 & 16.038 & $-888.59$ & 0.3320 & 0.3299
\end{tabular}
\end{center}

About 70\% of the rise of $\lambda$ from $1/9$ to $1/3$ takes place between $\theta=1/3$ and $\theta=3$, that is, while $\tau$ is within a factor of three of $E_F$. At 5 eV the free-energy coefficient is well above $1/9$, while the kinetic one is below it.

At $\tau=10$ eV, $\eta=0.4116$, and (\ref{fermi}) reads
\begin{equation}
\lambda=\frac{1.0476\times0.4206}{3\times(0.7703)^2}=0.2475 .
\end{equation}
Now impose $n=\bar n(1+a\cos qx)$ with $a=0.1$ and a wavelength of 10 \AA, so $q=0.6283$ \AA$^{-1}$. To second order in $a$ the free energy per volume rises by $\tfrac12K(q)\,a^2\bar n^2\langle\cos^2qx\rangle=\tfrac14K(q)\,a^2\bar n^2$. Dividing by $\bar n$ and using (\ref{kgea}), the cost per electron is
\begin{equation}
\frac{a^2\bar n}{4n'}+\frac{\lambda a^2q^2}{16}
=\frac{a^2\bar n}{4n'}+\frac{\lambda a^2}{8}E_F\Big(\frac q{k_F}\Big)^2 ,
\end{equation}
where $k_F^2=2E_F$ puts the second term in a form free of unit conversions. With $n'=0.014706$ eV$^{-1}$\,\AA$^{-3}$ the local term is $0.01\times0.2/(4\times0.014706)=0.0340$ eV. With $q/k_F=0.3473$ the gradient term is
\begin{equation}
\frac{0.2475\times0.01}{8}\times12.47\ \text{eV}\times0.1206=4.65\times10^{-4}\ \text{eV},
\end{equation}
or $1.71\times10^{-5}$ hartree. It is about 1.4\% of the local term.

The full Lindhard kernel, less its value at $q\to0$, gives $4.71\times10^{-4}$ eV. To second order in $a$, the gradient term thus falls short of the full nonlocal contribution by 1.1\% at this wavelength. Terms of order $a^4$ are left out of both numbers. A fixed coefficient $1/9$ would give $2.09\times10^{-4}$ eV, which is 44\% of the full value, and a fixed $1/3$ would give $6.27\times10^{-4}$ eV, which is 33\% too much.

The expansion requires density variations that are slow on the electrons' own length scale. In a cold gas this means $q\ll k_F$; in a hot gas it means $q\ll\sqrt\tau$ in atomic units, so that a wave is long compared with the thermal wavelength. These conditions are not severe. The example above has $q/k_F=0.35$ and $q/\sqrt\tau=0.55$. The gradient term falls short of the full nonlocal kernel by about 3\% at $q=\sqrt\tau$ in a hot gas and by about 14\% at $q=k_F$ in a cold one. For shorter waves the kernel (\ref{kchi}) must be kept whole. The coefficient describes noninteracting electrons: exchange and correlation add their own gradient terms to the free energy of a real system.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Small-q law: 12 (n' + chi)/(q^2 n''), expected 1
  mu/tau = -2.0: 0.99958
  mu/tau =  1.0: 0.99999
  mu/tau =  6.0: 1.00005
lambda at theta = 0.0167: 0.11121
lambda at theta = 18219: 0.33333
cold slope (9 lambda - 1)/theta^2: 3.297
same for lambda_T: -3.312; pi^2/3 = 3.290
hot slope (1 - 3 lambda)/exp(eta): 0.3535
minimum of lambda_T: 0.0788 at theta = 0.296
Trap: (exact - local)/gradient term, expected 1
  mu/tau  omega/tau  free     kinetic  free with 1/9
    3.0    0.50     1.00694  1.01616   2.2134
    3.0    0.25     1.00178  1.00413   2.2050
   -3.0    0.50     1.00822  1.01664   3.0067
   -3.0    0.25     1.00207  1.00419   2.9882
Model density: 0.2 electrons/angstrom^3
k_F = 1.8092 1/angstrom, E_F = 12.471 eV
  tau(eV)  theta     mu(eV)    lambda   lambda_T
      1    0.0802     12.404    0.1136    0.1083
      5    0.4009     10.470    0.1805    0.0865
     10    0.8019      4.116    0.2475    0.1589
     20    1.6038    -17.259    0.2955    0.2463
     50    4.0094   -116.728    0.3227    0.3073
    200   16.0376   -888.590    0.3320    0.3299
Density wave at tau = 10 eV, eta = 0.41163
F_1/2 = 1.04761, F_-1/2 = 0.77029, F_-3/2 = 0.42058
n' = 0.014706 1/(eV angstrom^3)
n'' = 0.0008029 1/(eV^2 angstrom^3)
lambda = 0.24752
amplitude 0.1, wavelength 10 angstrom, q = 0.6283 1/angstrom
Free energy per electron:
  local term          0.034000 eV
  gradient term       4.6538e-04 eV = 1.7102e-05 hartree
  full Lindhard - local 4.7051e-04 eV
  gradient/full       0.9891
  with fixed 1/9      2.0891e-04 eV
  with fixed 1/3      6.2672e-04 eV
\end{verbatim}
